# In-Plane Magnetic Field on a Quantum Well: Diamagnetic Shift and Heavier Mass, part 1

(Sections cited here and not found follow in the second part.)

## The ground subband in a weak in-plane field

A calculation of a quantum well in an in-plane magnetic field can follow either of two procedures, among others. One solves the confinement problem afresh at every field and every in-plane wave number. The other solves it once, at zero field, and corrects two constants: the energy of the subband edge and the mass for motion across the field. The second is far cheaper, and it gives the leading corrections when the magnetic terms are small beside the subband spacing. In an asymmetric well its error at finite wave number can still be a sizeable part of the mass correction. To use it one needs the two corrections, their accuracy, and the terms that appear first when they fail.

Let an electron of charge $-e$ and isotropic mass $m$ move freely in the plane $(x,y)$ and be bound along $z$ by a potential $V(z)$ of any shape. The mass is the same everywhere, the band is parabolic, and spin is left out. The algebra uses atomic units, $e=\hbar=1$, with $m$ in electron masses. The uniform field $B$ points along $y$. A vector potential that produces it is

$$\mathbf A=(Bz,0,0),\qquad (\nabla\times\mathbf A)_y=\partial_zA_x-\partial_xA_z=B .$$

For charge $-1$ the kinetic momentum is $\mathbf p+\mathbf A$, so that

$$H=\frac{(p_x+Bz)^2+p_y^2+p_z^2}{2m}+V(z).$$

Neither $x$ nor $y$ appears in $H$. The eigenfunctions are therefore plane waves $e^{i(k_xx+k_yy)}$ times a function of $z$, and $p_x$, $p_y$ may be replaced by the numbers $k_x$, $k_y$:

$$H(k_x,k_y)=h_0+\frac{(k_x+Bz)^2}{2m}+\frac{k_y^2}{2m},\qquad h_0=\frac{p_z^2}{2m}+V(z).$$

The term in $k_y$ is a constant added to the problem in $z$. Within this Hamiltonian the motion along the field thus keeps the mass $m$ at any field strength. All the interest lies in $k_x$, and $k_y$ is set to zero until it is needed again.

Let $h_0|n\rangle=E_n|n\rangle$, with $|0\rangle$ the ground state, and let angle brackets without labels denote averages in $|0\rangle$. It pays to measure $z$ from the mean position of the electron:

$$z_0=\langle z\rangle,\qquad \zeta=z-z_0,\qquad \langle\zeta\rangle=0 .$$

Then $k_x+Bz=k_x+Bz_0+B\zeta$, which suggests the centred wave number

$$q=k_x+Bz_0 .$$

Expanding the square gives

$$H=h_0+\frac{q^2}{2m}+W,\qquad W=\frac{Bq}{m}\,\zeta+\frac{B^2}{2m}\,\zeta^2 .$$

The first part of $W$ acts like a uniform force across the well, proportional to the speed $q/m$. The second is a weak parabolic potential that squeezes the electron even when it is at rest in the plane.

The perturbation $W$ is now treated at fixed $q$. Write the perturbed state as $|0\rangle+\sum_{n>0}c_n|n\rangle$. Projecting the eigenvalue equation on $\langle n|$ gives, to first order, $(E_n-E_0)c_n+W_{n0}=0$, hence $c_n=-W_{n0}/(E_n-E_0)$. Projecting on $\langle 0|$ gives the energy. Together,

$$E=E_0+\frac{q^2}{2m}+W_{00}-\sum_{n>0}\frac{|W_{n0}|^2}{E_n-E_0}+\dots$$

The sum includes the unbound states above the barriers, for which it becomes an integral. Because $\langle\zeta\rangle=0$, the first-order term is

$$W_{00}=\frac{B^2\langle\zeta^2\rangle}{2m}=\frac{B^2(\langle z^2\rangle-\langle z\rangle^2)}{2m}.$$

In the second-order term the part of $W$ linear in $\zeta$ carries one power of $B$ and the other part carries two. Through order $B^2$ the square of the linear part is therefore all that counts:

$$-\frac{B^2q^2}{m^2}S,\qquad S=\sum_{n>0}\frac{|z_{n0}|^2}{E_n-E_0}.$$

Here $\zeta_{n0}=z_{n0}$ for $n>0$, since a constant has no matrix element between orthogonal states. This term has the same dependence on $q$ as the kinetic energy, and the two combine:

$$\frac{q^2}{2m}-\frac{B^2q^2S}{m^2}=\frac{q^2}{2m}(1-\delta),\qquad \delta=\frac{2B^2S}{m}.$$

With the energy of motion along the field put back, the result through order $B^2$ is

$$E=E_0+\frac{B^2(\langle z^2\rangle-\langle z\rangle^2)}{2m}+\frac{q^2}{2m_x}+\frac{k_y^2}{2m},\qquad m_x=m(1+\delta).$$

The second-order algebra delivers $1/m_x=(1-\delta)/m$, and $m/(1-\delta)$ differs from $m(1+\delta)$ by terms of order $\delta^2$, that is $B^4$. The form $m(1+\delta)$ is kept because it is the one that a parabolic well obeys at any field, as shown in the second half. In ordinary units the shift is $e^2B^2(\langle z^2\rangle-\langle z\rangle^2)/(2m)$ and $\delta=2e^2B^2S/m$, with $S$ a squared length divided by an energy.

Every energy denominator of the ground subband is positive. The numerators cannot all vanish, because $\zeta|0\rangle$ is a nonzero state orthogonal to $|0\rangle$. Hence $S>0$, and the mass across the field increases for any shape of well. For an excited subband some denominators are negative, and the argument no longer fixes the sign.

The subtraction of $\langle z\rangle^2$ deserves attention in an asymmetric well. Without centring, the first-order energy reads

$$\frac{k_x^2}{2m}+\frac{Bk_xz_0}{m}+\frac{B^2\langle z^2\rangle}{2m}
=\frac{(k_x+Bz_0)^2}{2m}+\frac{B^2(\langle z^2\rangle-z_0^2)}{2m}.$$

The term $B^2\langle z^2\rangle/(2m)$ is the energy change at $k_x=0$. That point is no longer the bottom of the subband, which has moved to $k_x=-Bz_0$. The displacement itself depends on the gauge. Choosing $A_x=B(z-a)$ instead gives the same field and changes every $k_x$ by the constant $Ba$, while $q$ and the energy as a function of $q$ stay as they were. In a single subband the displacement has no effect on the energies. The difference between the displacements of two wells, or of two subbands with different mean positions, is independent of $a$ and does matter when electrons pass between them with $k_x$ conserved.

The increase in mass has a simple mechanical origin. To first order in $W$, the perturbed state has the mean position

$$\langle\zeta\rangle_q=2\sum_{n>0}c_n\zeta_{0n}=-\frac{2BqS}{m}-\frac{B^2C}{m},\qquad
C=\sum_{n>0}\frac{\zeta_{0n}(\zeta^2)_{n0}}{E_n-E_0},$$

where the states are taken real. In an asymmetric well the force term, taken to second order, adds a displacement proportional to $B^2q^2$, which is left out here; it does not affect the mass through order $B^2$. The first term is the response to the Lorentz force. For velocity along $+x$ and field along $+y$, the vector $\mathbf v\times\mathbf B$ points along $+z$, and the negative charge is pushed towards $-z$, in agreement with the sign. The force has magnitude $Bq/m$, and $2S$ is the displacement per unit force.

The velocity follows from the derivative of the energy. For a normalized eigenstate $|\psi\rangle$ the derivative of $\langle\psi|H|\psi\rangle$ gets no contribution from the change of the state, since that part equals $E$ times the derivative of the norm, which is zero. Hence

$$v_x=\frac{\partial E}{\partial q}=\Big\langle\frac{\partial H}{\partial q}\Big\rangle=\frac{q+B\langle\zeta\rangle_q}{m}.$$

The displaced electron sits where the vector potential is lower, so its mean kinetic momentum is smaller than $q$. Inserting the first term of $\langle\zeta\rangle_q$ gives $v_x=(q/m)(1-2B^2S/m)$, the velocity of a particle with the heavier mass. The energy balance shows the same thing. The displacement lowers the coupling energy $Bq\langle\zeta\rangle_q/m$ by $2B^2q^2S/m^2$. Deforming the state costs $\sum_n c_n^2(E_n-E_0)=B^2q^2S/m^2$, half of the gain. The difference is the second-order energy found above.

This picture also gives a way to compute $S$ without a sum over states. A weak uniform force $f$, entering as $f\zeta$, lowers the ground energy by $f^2S$. Two extra solutions of the zero-field well, with small forces $+f$ and $-f$, are enough: the mean of their energies lies below $E_0$ by $f^2S$ to leading order, because the terms odd in $f$ cancel.

One can bound $S$ by the variance that already appears in the shift. Since $[h_0,\zeta]=-ip_z/m$, the double commutator is $[\zeta,[h_0,\zeta]]=1/m$. Its average in $|0\rangle$, written out, is $2\langle\zeta(h_0-E_0)\zeta\rangle$. Inserting a complete set of states gives the sum rule

$$\sum_{n>0}(E_n-E_0)|z_{n0}|^2=\frac1{2m}.$$

It relies on a potential that depends on $z$ alone and on a constant mass. Completeness and $\langle\zeta\rangle=0$ also give $\sum_{n>0}|z_{n0}|^2=\langle\zeta^2\rangle$. Split each term of this last sum into the factors $\sqrt{E_n-E_0}\,|z_{n0}|$ and $|z_{n0}|/\sqrt{E_n-E_0}$. The Cauchy–Schwarz inequality then states that

$$\langle\zeta^2\rangle^2\le\frac{1}{2m}\,S .$$

In the other direction, no denominator in $S$ is smaller than $E_1-E_0$. Both statements together read

$$2m\langle\zeta^2\rangle^2\le S\le\frac{\langle\zeta^2\rangle}{E_1-E_0}.$$

With the magnetic length $l_B$, defined by $l_B^2=1/B$ (in ordinary units $\hbar/(eB)$), and with $D=B^2\langle\zeta^2\rangle/(2m)$ for the shift, the bounds on the relative mass increase are

$$4\left(\frac{\langle\zeta^2\rangle}{l_B^2}\right)^2\le\delta\le\frac{4D}{E_1-E_0}.$$

The lower bound contains the width of the state and the field but no mass. The upper bound shows that a shift small beside the subband spacing guarantees a small change of mass. The two bounds meet when a single excited state carries all of $z_{n0}$.

The terms left out begin at order $B^3$. The cross term in $|W_{n0}|^2$ contributes

$$-2\,\frac{Bq}{m}\,\frac{B^2}{2m}\,C=-\frac{B^3qC}{m^2},$$

and third-order perturbation theory in the force term adds a contribution proportional to $B^3q^3$. Both are odd in $q$. In a symmetric well the replacement $\zeta\to-\zeta$ turns $H$ at $q$ into $H$ at $-q$, so the energy is even and neither term is present. In an asymmetric well the linear term moves the minimum to $q\approx B^3C/m$. It lowers the minimum by an amount of order $B^6$ and leaves the curvature alone, but it makes the energies at $+q$ and $-q$ differ.

At $q=0$ the direction of the error in the shift is known. There $E_0+D$ is the average of the full Hamiltonian in the trial state $|0\rangle$, and by the variational principle it cannot lie below the true ground energy. The formula for the shift at $q=0$ is thus an upper bound at any field. The first correction is of order $B^4$ and negative, because the field squeezes the electron and reduces the variance on which it acts.

The expansion fails early when the first excited subband lies close to the ground subband. Take two equal wells a distance $d$ apart, coupled by tunnelling, with a splitting $\Delta$ much smaller than the distance to all other levels. Their two lowest states are the even and odd combinations of the states localized at $\pm d/2$, so that $|z_{10}|=d/2$. Keeping these two states and the force term, the lower level measured from the middle of the pair is

$$-\sqrt{\frac{\Delta^2}{4}+\left(\frac{Bqd}{2m}\right)^2}
\approx-\frac\Delta2-\frac{B^2q^2d^2}{4m^2\Delta}.$$

The quadratic term corresponds to $S=d^2/(4\Delta)$ and $\delta=B^2d^2/(2m\Delta)$. In this two-level model the curvature at $q=0$ is proportional to $1-\delta$. It changes sign at $\delta=1$, where the single minimum splits into two, one for each well. The form $m(1+\delta)$ remains positive there and misses the splitting. A value of $\delta$ that is not small is therefore a signal to diagonalize the Hamiltonian with the field present.

Through order $B^2$, the field shifts the ground subband by $D$ and raises its mass across the field to $m(1+\delta)$, with both corrections computed from the zero-field well and the first omitted terms identified. It remains to apply the formulas to two solvable wells and a gated GaAs well, test them against diagonalization, and consider the effects left out of the model.
